Interlayer exchange from spin-dependent reflection and stationary spanning vectors

Q: Two magnets, A and B, are separated by a non-magnetic metal. Why should reflection at the interfaces fix the energy difference between parallel and antiparallel moments? The energy is a sum over all occupied levels.

A: Because the part of that sum that involves both magnets at once depends on them only through reflection amplitudes. Take independent, phase-coherent electrons without spin–orbit coupling, and flat interfaces, so that the in-plane wave vector k is conserved. Each k and spin then gives a chain along the normal. Let the spacer have N planes a distance d apart, D = Nd, with hopping −t, so that

ε = ε_∥(k) − 2t cos κ.

Eliminate the magnets by writing ψ_{N+1} = λ_B ψ_N on the right and ψ_0 = λ_A ψ_1 on the left. This adds tλ_A and tλ_B to the corner elements of ε − H in the spacer block, which otherwise has −2t cos κ on the diagonal and t beside it. Without the corner terms its determinant obeys d_N = −2t cos κ d_{N−1} − t² d_{N−2}, so

d_N = (−t)^N sin[(N+1)κ]/sin κ.

With them it is d_N + t(λ_A+λ_B)d_{N−1} + t²λ_Aλ_B d_{N−2}, or

(−t)^N/sin κ × {sin[(N+1)κ] − (λ_A+λ_B) sin Nκ + λ_Aλ_B sin[(N−1)κ]}.

Writing the sines as exponentials turns the curly bracket into

(1/2i){e^{i(N+1)κ}(1−λ_Ae^{−iκ})(1−λ_Be^{−iκ}) − e^{−i(N+1)κ}(1−λ_Ae^{iκ})(1−λ_Be^{iκ})}.

Take out the second term. What remains is the factor

1 − r_A r_B e^{2iκN},  r = (e^{iκ} − λ)/(λe^{iκ} − 1).

Q: You have named r a reflection amplitude. Is it one?

A: Send a wave towards B, with its phase measured from half a spacing beyond the last spacer plane:

ψ_j = e^{iκ(j−N−1/2)} + r e^{−iκ(j−N−1/2)}.

The condition ψ_{N+1} = λψ_N reads e^{iκ/2} + r e^{−iκ/2} = λ(e^{−iκ/2} + r e^{iκ/2}). Multiplying by e^{iκ/2} and solving for r gives the expression above. With these reference planes the path length is Nd.

Q: There were other factors in the determinant. Why may they be dropped?

A: Each belongs to the spacer alone or to one magnet with its interface. Turning a moment by 180° exchanges the two spin potentials of that magnet, and the sum over spins restores the same set of factors. They cancel from the difference, provided the magnet potentials turn rigidly with the moments. This is the force-theorem assumption.

To get the energy, use the density of states −(1/π) Im d ln det(ε+i0−H)/dε. Each level contributes w(ε) = −k_BT ln[1+e^{−(ε−ε_F)/k_BT}] to the grand potential Ω, and dw/dε is the Fermi function f. One integration by parts gives, for each k and spin,

ΔΩ = (1/π) Im ∫dε f(ε) ln(1 − r_A r_B e^{iqD}).

The boundary terms vanish because w → 0 at high energy and the logarithm falls as a power of 1/ε at low energy. On the chain q = 2κ/d. For a general band with one pair of counter-propagating states,

q = k_z^+ − k_z^−,

where + moves towards B. A wave that crosses, reflects at B, returns and reflects at A is multiplied by r_A r_B e^{iqD}, so the same factor closes the loop. The determinant proof above is for the chain; for other bands I use this multiple-scattering form, with evanescent spacer states neglected at large D.

Q: Where does the angle between the moments enter?

A: Reflection becomes a matrix in spin space, R = r̄ + Δr σ·n, with n the moment direction, σ here the Pauli matrices, and

r̄ = (r↑+r↓)/2,  Δr = (r↑−r↓)/2.

With z = e^{iqD} the loop factor is the 2×2 determinant

det(1 − zR_AR_B) = 1 − z tr(R_AR_B) + z² det(R_AR_B),
tr(R_AR_B) = 2r̄_Ar̄_B + 2Δr_AΔr_B cos θ.

The second determinant does not depend on θ. To first order in z, one round trip, the logarithm is −z tr(R_AR_B). Hence, per area, Ω = const − J cos θ with

J = (2/π) Im ∫d²k/(4π²) ∫dε f(ε) Δr_A Δr_B e^{iqD}.

This agrees with the definition J = (Ω_AP − Ω_P)/(2 × area), so J > 0 favours parallel moments. If either magnet reflects both spins equally, J vanishes.

Q: I would trust the cosine more if I saw it fail somewhere.

A: The next order of the logarithm is −z² tr[(R_AR_B)²]/2, which contains cos²θ. A single chain with seven spacer planes and magnets of a few planes, at k_BT = 0.05 eV, shows the effect. Diagonalization gives Ω(180°)−Ω(0) = −0.02817 eV. A pure cosine would make the change at 60° one quarter of this, −0.00704 eV. The computed change is −0.00781 eV, about 11 % larger in size. The determinant formula reproduces both energies to all printed digits, a test that includes the non-collinear case. For 24 to 29 planes at the same temperature, the largest departure from the cosine at 60° is 0.4 % of the largest |J| in that range. Thickness helps here because temperature damps the longer paths more strongly. At zero temperature all round trips in a single chain fall as 1/D, so thickness alone does not help. The angle enters the determinant only through −2zΔr_AΔr_B cos θ, and the cosine holds when this term is small against the θ-independent rest, 1 − 2z r̄_Ar̄_B + z² det(R_AR_B). What is needed is thus a small product Δr_AΔr_B. Strong reflection that is nearly equal for both spins keeps the cosine, unless a quantum-well level at ε_F makes the rest nearly vanish.

Q: The energy integral still runs over the whole band. Why should the Fermi level set the period?

A: The integrand is analytic for Im ε > 0, and e^{iqD} decays there. At zero temperature the path from −∞ to ε_F can therefore be replaced by one along ε_F + iy:

∫_{−∞}^{ε_F} dε G(ε) = −i ∫_0^∞ dy G(ε_F+iy).

At fixed k, dk_z^±/dε = 1/(ħv_z^±). Define v by

dq/dε = (1/ħ)(1/v_z^+ − 1/v_z^−) = 2/(ħv).

Since v_z^− < 0, v is positive. For large D,

−i ∫_0^∞ dy e^{−2yD/(ħv)} = ħv/(2iD).

The exponential falls by a factor e over ħv/(2D), so energies more than a few times this from the Fermi level along the path hardly count. The amplitudes r must vary little over that range.

At finite temperature, with the chemical potential held at ε_F, f has poles at ε_F + i(2n+1)πk_BT with residue −k_BT. Closing the contour gives

−2πi k_BT Σ_{n≥0} e^{−(2n+1)X} = −iπk_BT/sinh X,  X = 2πk_BTD/(ħv).

Because πk_BT = X ħv/(2D), this is the zero-temperature value times F = X/sinh X. F tends to 1 for small X and to 2X e^{−X} for large X.

Q: Now every k contributes its own q(k). That is a continuum of periods.

A: Their phases cancel, except where q is stationary. On the Fermi surface ε(k, k_z^±(k)) = ε_F. Differentiating,

∇_k k_z^± = −v_∥^±/v_z^±.

So ∇_k q = 0 means v_∥^+/v_z^+ = v_∥^−/v_z^−. The two velocities are then proportional, with the negative factor v_z^−/v_z^+. A stationary spanning vector, parallel to the layer normal, joins two Fermi-surface points with antiparallel velocities.

Q: With inversion symmetry that may hold trivially, for k_z and −k_z at k = 0.

A: It was therefore tested on a band without that symmetry. The sine of the angle between the end velocities is 6×10⁻⁹ at the numerically found stationary point and 0.247 at another in-plane wave vector.

Near a stationary point α, write q ≈ q_α + (h₁x² + h₂y²)/2, with x and y along the principal axes of the Hessian H. Each direction gives

∫dx e^{iDh x²/2} = [2π/(D|h|)]^{1/2} e^{iπ sgn(h)/4}.

The product, divided by 4π², is e^{iπσ/4}/(2πD|det H|^{1/2}), where σ from here on is the number of positive minus negative eigenvalues.

Q: Then put the factors together, and show me the sign.

A: For one stationary point,

J_α = (2/π) Im{Δr_AΔr_B e^{iq_αD} × ħv_αF_α/(2iD) × e^{iπσ_α/4}/(2πD|det H_α|^{1/2})}.

The numerical factor is (2/π)(1/2)(1/2π) = 1/(2π²), and Im(−iY) = −Re Y. Summing over stationary points,

J ≃ −Σ_α ħv_αF_α/(2π²D²|det H_α|^{1/2}) × Re[e^{iπσ_α/4} Δr_AΔr_B e^{iq_αD}].

One power of 1/D comes from the sharp Fermi edge, the other from the two in-plane directions. The bare periods are 2π/q_α. If Δr_AΔr_B is real and positive and A_α is the positive amplitude, a maximum of q gives −A_α sin(q_αD), a minimum +A_α sin(q_αD), and a saddle −A_α cos(q_αD).

Q: Does this reduce to something familiar for free electrons?

A: There q = 2(k_F² − k²)^{1/2}, whose stationary point is the maximum at k = 0. Both eigenvalues of H are −2/k_F, so |det H|^{1/2} = 2/k_F, and v = ħk_F/m. For real Δr,

J ≃ −[ħ²k_F²/(4π²mD²)] F Δr_AΔr_B sin(2k_FD).

The period is π/k_F, half the Fermi wavelength.

Q: Real spacers come in whole planes. Can a thickness series show a period shorter than two planes?

A: No. At D = Nd, adding 2πn/d to q changes the phase by 2πnN, which is invisible. The observed period is

Λ_α = 2π/min_n |q_α − 2πn/d|.

A model spacer shows both cases. Take t = 1 eV, in-plane hopping t′ = 0.2 eV, ε_F = 0.6 eV, d = 0.2 nm and in-plane lattice constant a = 0.3 nm. Then

cos κ = −[ε_F + 2t′(cos k_xa + cos k_ya)]/(2t),
∂q/∂k_x = −[2t′a/(t d sin κ)] sin k_xa,

and likewise for k_y. The stationary points have both in-plane sines equal to zero: the zone centre, two equivalent edge centres and the corner. There cos κ is −0.7, −0.3 and 0.1. A second derivative gives

h_x = −2t′a² cos(k_xa)/(t d sin κ).

The centre is thus a maximum, the edges are saddles and the corner is a minimum.

At the centre q = 23.462 nm⁻¹, a bare period of 1.339 planes. Since 2π/d = 31.416 nm⁻¹, the folded value is 31.416 − 23.462 = 7.954 nm⁻¹, and

Λ = 2π/7.954 nm = 0.790 nm, or 3.950 planes.

The edge vector, 18.755 nm⁻¹, folds to a period of 2.481 planes. The corner vector, 14.706 nm⁻¹, is already below π/d and keeps its period of 2.136 planes.

Q: Those are periods of your formula. Does the coupling itself have them?

A: The coupling was also integrated over the zone and along the imaginary energy axis, with all round trips kept. Its spectrum for 40 to 103 planes has peaks at 3.953, 2.481 and 2.137 planes. With different magnet potentials they lie at 3.945, 2.481 and 2.137. In this model the spacer sets the periods, while the magnets enter through Δr, which scales the amplitudes and can shift the phases.

Q: Show me one amplitude with its arithmetic.

A: Both magnets are semi-infinite, with the spacer's hoppings and potentials V↑ = −0.2 eV and V↓ = 0.4 eV. Inside, λ = e^{iκ′} with cos κ′ = cos κ + V/(2t). Taking e^{i(κ+κ′)/2} out of numerator and denominator of r leaves

r = sin[(κ−κ′)/2]/sin[(κ+κ′)/2].

At the centre cos κ′ is −0.8 for spin up and −0.5 for spin down. This gives r↑ = −0.1151, r↓ = 0.1577 and Δr = −0.1364. On this chain v = (2td/ħ) sin κ, and here |det H|^{1/2} = 2t′a²/(t d sin κ), so the amplitude simplifies to

A = t² sin²κ (Δr)²/(2π²t′a²N²).

With t²/t′ = 5 eV = 8.01×10⁻¹⁹ J, sin²κ = 0.51 and N = 40,

A = 8.01×10⁻¹⁹ × 0.51 × 0.0186/(19.74 × 9×10⁻²⁰ × 1600) J/m² = 2.67 μJ/m².

The two edges together have 3.33 μJ/m² and the corner 1.66 μJ/m². At D = 8 nm the phases q_αD, computed from unrounded q_α and less whole turns, are −0.800, −0.757 and −1.730 rad for centre, edge and corner. Therefore

J ≃ −2.67 sin(−0.800) − 3.33 cos(−0.757) + 1.66 sin(−1.730)
 ≃ 1.92 − 2.42 − 1.64 = −2.14 μJ/m².

The moments prefer to be antiparallel. The integrated value is −2.26 μJ/m².

Q: At 20 planes your law gives −3.16 μJ/m² and the integration −4.20 μJ/m². That is a poor result.

A: Relative to J it is an error of 25 %. But three oscillations nearly cancel at that thickness. Their amplitudes scale as 1/N², so they add up to 4 × (2.67+3.33+1.66) = 30.6 μJ/m², and the discrepancy is 3.4 % of that sum. At 10 planes it is 7 %, and at 40 planes 1.5 %.

Over 40 to 51 planes the root-mean-square error, relative to the one-round-trip coupling, is 2.4 %. Over 160 to 171 planes it is 0.7 %. The error falls by a factor between 3 and 4 while the mean thickness grows by 3.6, which is consistent with a first correction of relative order 1/D. Such a correction is expected from the variation of r, v and the curvature around each stationary point.

Q: You also threw away all further round trips. At the centre the reflection amplitudes are above 0.1 in size, so I expected an error near one per cent.

A: For identical magnets the combination in Ω_AP − Ω_P is (r↑−r↓)²z for one round trip and (r↑²−r↓²)²z²/2 for two. Their coefficients have the ratio (r↑+r↓)²/2. The doubled phase brings another factor 1/2 from the energy integral and 1/2 from the in-plane integral, so the relative amplitude is

(r↑+r↓)²/8.

At the centre r↑+r↓ = 0.0426, which gives 0.02 %. The opposite signs of the two reflections make it small. Over 40 to 103 planes the computed effect of all further round trips is 0.03 %. If one spin is almost totally reflected and the other hardly at all, the relative amplitude rises to about 1/8, and the harmonic 2q_α is no longer negligible.

Q: What does temperature do to the three periods?

A: It damps the slowest electrons first, because X is proportional to 1/v. At 40 planes and 150 K the centre has v = 4.34×10⁵ m/s and X = 2.27, hence F = 0.473. The faster edge and corner electrons have F = 0.642 and 0.663. With the reflection amplitudes held fixed, as here, heating therefore changes the mixture of periods as well as the overall strength. In a real magnet the amplitudes can also change with temperature. Over 40 to 51 planes at 150 K the law with F differs from the integrated coupling by 2.8 %; without F the difference is 80 %.

Q: When should I not use the law?

A: When a step of the derivation fails. If det H_α = 0, the Gaussian integral diverges and the decay is slower than 1/D². In the extreme case of q constant over a finite area of k, the in-plane integral gives no power of D, and J falls as 1/D at zero temperature. If Δr changes rapidly near k_α, for instance where a magnet band begins or ends, it cannot be taken out of the integral. If r↑+r↓ is not small, one round trip is not enough. At zero temperature the harmonics decay as 1/D² like the fundamental, so with one spin strongly reflected and the other weakly the law keeps an error of order ten per cent however thick the spacer. If several pairs of spacer states mix at the interfaces, r becomes a matrix in those states as well as in spin.

Disorder that changes k breaks the separation into chains. Thickness fluctuations average J over N as long as each moment stays uniform across the regions of different thickness. If these regions are wide, the moments can instead follow the local sign of J. An equal mixture of N and N+1 planes, for example, multiplies the amplitude of an oscillation of period Λ by about |cos(πd/Λ)|. This is 0.10 for the corner period and 0.70 for the centre period. Other mixtures give other factors, and the shorter period is not always the one reduced more. The numerical output that follows gives the remaining values for this clean, one-band model.

Table of computed values

```
hopping normal, in-plane: 1.0, 0.2 eV; E_F: 0.6 eV
plane spacing d, in-plane a: 0.2, 0.3 nm
magnet potentials up, down: -0.2, 0.4 eV
Finite stack, 7 spacer planes: Omega(theta)-Omega(0)
 theta 60 deg: diagonalized -0.007808786 eV, reflection -0.007808786 eV
 theta 180 deg: diagonalized -0.028171558 eV, reflection -0.028171558 eV
cosine-law departure, 24-29 planes: 0.40 % of max J
skew band, sine between end velocities: stationary 6.1e-09, elsewhere 0.247
integration error / oscillation amplitude: 1.5e-07
centre: copies 1, sigma -2, q 23.462 nm^-1, v 4.340e5 m/s
  Hessian -0.2521, -0.2521 nm
  r_up -0.1151, r_down 0.1577, dr -0.1364
  bare period 1.339 planes, observed 3.950 planes = 0.790 nm
  amplitude at 40 planes 2.6744 uJ/m^2, thermal factor at 150 K 0.473
edge: copies 2, sigma 0, q 18.755 nm^-1, v 5.797e5 m/s
  Hessian 0.1887, -0.1887 nm
  r_up -0.0570, r_down 0.1042, dr -0.0806
  bare period 1.675 planes, observed 2.481 planes = 0.496 nm
  amplitude at 40 planes 3.3328 uJ/m^2, thermal factor at 150 K 0.642
corner: copies 1, sigma 2, q 14.706 nm^-1, v 6.047e5 m/s
  Hessian 0.1809, 0.1809 nm
  r_up -0.0501, r_down 0.1042, dr -0.0772
  bare period 2.136 planes, observed 2.136 planes = 0.427 nm
  amplitude at 40 planes 1.6615 uJ/m^2, thermal factor at 150 K 0.663
periods from spectrum (planes): [3.953 2.481 2.137]
same, magnet potentials 0.2, -0.4 eV: [3.945 2.481 2.137]
J in uJ/m^2: planes, all round trips, one round trip, asymptotic
   10  -76.46128  -76.45926  -85.01003
   20   -4.20362   -4.20047   -3.16193
   40   -2.26142   -2.26220   -2.14372
   80    0.74469    0.74457    0.75177
  160    0.13713    0.13722    0.13538
asymptotic-law error, 40-51 planes: 2.4 %
asymptotic-law error, 160-171 planes: 0.7 %
effect of further round trips, 40-103 planes: 0.03 %
error at 150 K, 40-51 planes: with thermal factor 2.8 %, without 79.9 %
```
